# Short-range curvature of the exchange hole, with the current term

**Q:** You want to describe the exchange hole near its reference electron by a single number, a curvature. Before I accept any formula for it, tell me which hole you mean and what you assume about the wavefunction.

**A:** I assume a single Slater determinant in which each orbital has a definite spin along one common axis. Take the electrons of one spin, in orthonormal orbitals $\psi_i$ that may be complex, and define

$$\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r'),\qquad \rho(\mathbf r)=\gamma(\mathbf r,\mathbf r).$$

In a determinant, the density of ordered same-spin pairs is a sum over pairs of orbitals:

$$P(\mathbf r,\mathbf r')=\tfrac12\sum_{ij}\left|\psi_i(\mathbf r)\psi_j(\mathbf r')-\psi_j(\mathbf r)\psi_i(\mathbf r')\right|^2 .$$

The two squared terms each give $\tfrac12\rho(\mathbf r)\rho(\mathbf r')$. The cross terms give $-\gamma(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)=-|\gamma(\mathbf r,\mathbf r')|^2$. Hence

$$P(\mathbf r,\mathbf r')=\rho(\mathbf r)\left[\rho(\mathbf r')+h(\mathbf r,\mathbf r')\right],\qquad h(\mathbf r,\mathbf r')=-\frac{|\gamma(\mathbf r,\mathbf r')|^2}{\rho(\mathbf r)} .$$

With one electron at $\mathbf r$, the density of the other same-spin electrons at $\mathbf r'$ is $\rho(\mathbf r')+h$. The function $h$ is the exchange hole. Coulomb correlation is absent from it, because a single determinant has none.

**Q:** The hole depends on a vector $\mathbf u=\mathbf r'-\mathbf r$. Why should one number suffice at second order?

**A:** Because I average over the directions of $\mathbf u$. The Coulomb energy between an electron and its hole depends on the distance $u$ alone, so it needs no more than this average. For a function $F$ that is smooth around $\mathbf r$,

$$F(\mathbf r+\mathbf u)=F+u_a\partial_aF+\tfrac12u_au_b\,\partial_a\partial_bF+\dots,$$

with repeated indices summed. Odd orders change sign under $\mathbf u\to-\mathbf u$ and average to zero. At second order, $\langle u_au_b\rangle$ vanishes for $a\neq b$ by reflection. Its three diagonal elements are equal and add up to $u^2$, so $\langle u_au_b\rangle=u^2\delta_{ab}/3$. Therefore

$$\langle F(\mathbf r+\mathbf u)\rangle=F(\mathbf r)+\frac{u^2}{6}\nabla^2F(\mathbf r)+O(u^4).$$

The smoothness is a real condition. I assume a potential that is smooth except at the nuclei, and a sphere of radius $u$ that does not reach the nearest nucleus.

**Q:** And which function plays the part of $F$? Both arguments of $\gamma$ equal $\mathbf r$ at the end, so it would be easy to differentiate too much.

**A:** The reference point $\mathbf r$ stays fixed. I take $F(\mathbf r')=|\gamma(\mathbf r,\mathbf r')|^2=\gamma\gamma^*$, differentiate with respect to $\mathbf r'$, and set $\mathbf r'=\mathbf r$ afterwards. The product rule gives

$$\nabla'^2|\gamma|^2=\gamma^*\nabla'^2\gamma+\gamma\nabla'^2\gamma^*+2\,\nabla'\gamma\cdot\nabla'\gamma^*=2\,\mathrm{Re}\left(\gamma^*\nabla'^2\gamma\right)+2|\nabla'\gamma|^2 .$$

So I need the first derivative and the Laplacian of $\gamma$ at coincidence.

**Q:** The first derivative is easy. Differentiating one of two equal arguments gives half the gradient of the density.

**A:** That is true for real orbitals. In general,

$$\nabla'\gamma\big|_{\mathbf r'=\mathbf r}=\sum_i\psi_i\nabla\psi_i^* ,$$

and this has a real and an imaginary part. The real part is half the sum of the expression and its conjugate:

$$\mathrm{Re}\sum_i\psi_i\nabla\psi_i^*=\tfrac12\sum_i\left(\psi_i\nabla\psi_i^*+\psi_i^*\nabla\psi_i\right)=\tfrac12\nabla\rho .$$

For the imaginary part, define the paramagnetic current density, in atomic units,

$$\mathbf j=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i .$$

Since $\psi_i\nabla\psi_i^*$ is the conjugate of $\psi_i^*\nabla\psi_i$, its imaginary part has the opposite sign. Thus

$$\nabla'\gamma\big|_{\mathbf r'=\mathbf r}=\tfrac12\nabla\rho-i\,\mathbf j .$$

**Q:** Then squaring gives $-j^2$ from the factor $i^2$, and a cross term in $\nabla\rho\cdot\mathbf j$.

**A:** Neither appears, because what enters is the squared modulus, not the square:

$$\left(\tfrac12\nabla\rho-i\mathbf j\right)\cdot\left(\tfrac12\nabla\rho+i\mathbf j\right)=\tfrac14|\nabla\rho|^2+j^2 .$$

The cross terms $\pm\tfrac{i}{2}\nabla\rho\cdot\mathbf j$ cancel, and $(-i)(+i)=+1$.

**Q:** The Laplacian of $\gamma$ still contains second derivatives of individual orbitals. You promised ingredients that are densities.

**A:** The Laplacian of the density removes them. From $\rho=\sum_i\psi_i\psi_i^*$,

$$\nabla^2\rho=\sum_i\left(\psi_i\nabla^2\psi_i^*+\psi_i^*\nabla^2\psi_i\right)+2\sum_i|\nabla\psi_i|^2 .$$

Define $\tau=\sum_i|\nabla\psi_i|^2$, without the factor $\tfrac12$ of the kinetic energy. Then

$$2\,\mathrm{Re}\sum_i\psi_i\nabla^2\psi_i^*=\nabla^2\rho-2\tau .$$

At coincidence $\gamma^*=\rho$ is real and can be taken outside, so

$$\nabla'^2|\gamma|^2\big|_{\mathbf r'=\mathbf r}=\rho\left(\nabla^2\rho-2\tau\right)+\tfrac12|\nabla\rho|^2+2j^2 .$$

**Q:** Put it together, then, and keep track of the minus sign of the hole.

**A:** The average of $|\gamma|^2$ is $\rho^2+(u^2/6)\nabla'^2|\gamma|^2$ up to fourth order. Dividing by $-\rho$, with $\rho(\mathbf r)>0$, gives

$$\langle h\rangle=-\left[\rho+\frac{u^2}{6}\left(\nabla^2\rho-2\tau+\frac{|\nabla\rho|^2}{2\rho}+\frac{2j^2}{\rho}\right)+O(u^4)\right].$$

Taking out a common factor $-2$ from the last three terms yields Becke's curvature, with the current included:

$$\boxed{\langle h\rangle=-\left[\rho+Qu^2+O(u^4)\right],\quad Q=\tfrac16\left(\nabla^2\rho-2D\right),\quad D=\tau-\frac{|\nabla\rho|^2}{4\rho}-\frac{j^2}{\rho}}$$

Here $Q$ is the coefficient of $u^2$ in the positive quantity $-\langle h\rangle$, so the second derivative of $-\langle h\rangle$ at $u=0$ is $2Q$. If the kinetic-energy density is instead defined with the factor $\tfrac12$, then $\tau$ here is twice that density.

**Q:** I distrust the current term. The hole is a static object. Why should it know whether the electrons are moving?

**A:** The term is there because the hole does not respond to a common motion, and the formula must not respond either. Multiply every orbital by the same phase $e^{i\chi(\mathbf r)}$. Then $\gamma(\mathbf r,\mathbf r')$ acquires the factor $e^{i\chi(\mathbf r)-i\chi(\mathbf r')}$, whose modulus is one, and the hole is unchanged. But $\nabla\psi_i$ becomes $e^{i\chi}(\nabla\psi_i+i\psi_i\nabla\chi)$, so

$$\mathbf j\to\mathbf j+\rho\nabla\chi,\qquad \tau\to\tau+2\,\mathbf j\cdot\nabla\chi+\rho|\nabla\chi|^2 .$$

The middle term of $\tau$ comes from $2\,\mathrm{Re}(i\psi_i\nabla\psi_i^*)\cdot\nabla\chi=2\,\mathrm{Im}(\psi_i^*\nabla\psi_i)\cdot\nabla\chi$. On the other side,

$$\frac{j^2}{\rho}\to\frac{|\mathbf j+\rho\nabla\chi|^2}{\rho}=\frac{j^2}{\rho}+2\,\mathbf j\cdot\nabla\chi+\rho|\nabla\chi|^2 .$$

The two changes are equal, so $\tau-j^2/\rho$ is invariant while $\tau$ alone is not. A formula with $\tau$ and no current would assign different curvatures to one and the same hole.

**Q:** What if there is a magnetic field? Should I then insert the physical current?

**A:** The derivation used nothing but the orbitals, so the formula holds as written, with the paramagnetic $\mathbf j$. If you prefer the kinetic versions, replace $\nabla\psi_i$ by $(\nabla+i\mathbf A)\psi_i$ in both $\tau$ and $\mathbf j$, for electrons in atomic units with the vector potential scaled to absorb the speed of light. The algebra is the one just shown with $\mathbf A$ in place of $\nabla\chi$, and $D$ is unchanged. Replacing one of the two and not the other would be wrong. Only the orbital current is meant. The full physical current of spin-polarized electrons also contains the curl of the spin magnetization, which is present even without a field and must be left out of $D$.

**Q:** Does $D$ mean anything by itself, or is it a convenient collection of terms?

**A:** It measures how quickly same-spin electrons begin to appear around the reference electron. Subtract the hole from the averaged density:

$$\left\langle\frac{P(\mathbf r,\mathbf r+\mathbf u)}{\rho(\mathbf r)}\right\rangle=\left(\rho+\frac{u^2}{6}\nabla^2\rho\right)-\left(\rho+Qu^2\right)+O(u^4)=\frac{D}{3}u^2+O(u^4).$$

The density cancels at $u=0$, as the Pauli principle demands. The Laplacian cancels at the next order and leaves $D$.

**Q:** A probability cannot be negative, but your $D$ has two minus signs in it.

**A:** It is nevertheless non-negative. Expand the following sum over pairs:

$$\tfrac12\sum_{ij}|\psi_i\nabla\psi_j-\psi_j\nabla\psi_i|^2=\rho\tau-\mathrm{Re}\sum_{ij}(\psi_i\nabla\psi_i^*)\cdot(\psi_j^*\nabla\psi_j).$$

The double sum factorizes into $\left|\sum_i\psi_i\nabla\psi_i^*\right|^2=\tfrac14|\nabla\rho|^2+j^2$. Therefore

$$\rho D=\sum_{i<j}|\psi_i\nabla\psi_j-\psi_j\nabla\psi_i|^2\ge0 .$$

With one occupied orbital there are no pairs, and $D=0$, even if that orbital is complex and carries a current. The hole is then $-\rho(\mathbf r')$, which removes the electron's interaction with itself, and $Q=\nabla^2\rho/6$ is the curvature of the density. Without the current term, a single orbital with $\mathbf j\neq0$ would appear to have a same-spin neighbour.

**Q:** That is the limit of one orbital. What about very many?

**A:** Take the uniform gas, and let it drift, so that the current has work to do. The occupied wavevectors are $\mathbf k=\mathbf q+\boldsymbol\kappa$ with $|\boldsymbol\kappa|\le k_F$. The average of $\boldsymbol\kappa$ is zero, and that of $\kappa^2$ is

$$\frac{\int_0^{k_F}\kappa^4d\kappa}{\int_0^{k_F}\kappa^2d\kappa}=\tfrac35k_F^2 .$$

Hence $\tau=\rho\left(q^2+\tfrac35k_F^2\right)$ and $\mathbf j=\rho\mathbf q$. The drift cancels in $D=\tfrac35\rho k_F^2$. All derivatives of $\rho$ vanish, so $Q=-D/3=-\tfrac15\rho k_F^2$, the same as for the gas at rest. The numerical check confirms this coefficient by summing over a displaced Fermi sphere.

**Q:** Now show me a case with everything present at once: gradient, Laplacian and current.

**A:** Take three non-interacting electrons of equal spin around a fixed point charge $Z=3$, in the orbitals 1s, 2s and 2p$_{+1}$. This is a model with closed-form orbitals, not a real atom. Its orbital energies are $-122.45$ eV for 1s and $-30.61$ eV for the other two. The reference point is on the $x$ axis, 0.60 Å from the nucleus.

The three orbital densities add up to

$$\rho=0.0644+0.1186+0.3494=0.5324\ \text{Å}^{-3}.$$

The 1s and 2s orbitals are real and carry no current. The 2p$_{+1}$ orbital is a real function times $x+iy$, so its phase is the azimuthal angle. On the $x$ axis the gradient of that angle is $1/x$ along $y$, and

$$j_y=\frac{0.3494}{0.60}=0.5823\ \text{Å}^{-4}.$$

I quote $\mathbf j$ without its factor $\hbar/m$, which is one in atomic units. The density gradient points along $x$, with $\partial_x\rho=-1.25915$ Å$^{-4}$. The two subtractions in $D$ are

$$\frac{|\nabla\rho|^2}{4\rho}=\frac{1.25915^2}{4\times0.53243}=0.744\ \text{Å}^{-5},\qquad \frac{j^2}{\rho}=\frac{0.5823^2}{0.5324}=0.637\ \text{Å}^{-5}.$$

With $\tau=3.691$ Å$^{-5}$ this leaves $D=2.309$ Å$^{-5}$, where the subtraction was done before rounding. The Laplacian is $\nabla^2\rho=-1.080$ Å$^{-5}$, so

$$Q=\frac{-1.080-2\times2.309}{6}=-0.950\ \text{Å}^{-5},$$

or $-0.0394$ in atomic units. The negative sign means that the hole, averaged over directions, becomes shallower as $u$ grows from zero. This need not hold in each single direction. The depth $|\gamma|^2/\rho$ has the gradient $\nabla\rho$ at the reference point, so towards the nucleus the hole at first becomes deeper.

In energy terms, $\hbar^2D/2m=8.80$ eV/Å$^3$. This is the amount by which the kinetic-energy density $\hbar^2\tau/2m$ exceeds the value that a single orbital with the same local $\rho$, $\nabla\rho$ and $\mathbf j$ would have.

**Q:** And if I had forgotten the current?

**A:** Then $D$ would be too large by $j^2/\rho$, and $Q$ too low by $j^2/(3\rho)=0.212$ Å$^{-5}$. You would get $-1.162$ Å$^{-5}$, which is 22% too large in magnitude relative to the correct value.

**Q:** Both numbers come from formulas. Which one does the hole itself choose?

**A:** Averaging $|\gamma|^2/\rho$ over directions numerically, and extracting the coefficient of $u^2$, gives $-0.950$ Å$^{-5}$. This calculation uses orbital values and no derivatives.

The averaged hole also shows how accurate the quadratic form is at two short distances from this point. At $u=0.10$ Å, $-\langle h\rangle$ is 0.52295 Å$^{-3}$, and $\rho+Qu^2$ is 0.52293 Å$^{-3}$. At $u=0.20$ Å the values are 0.49485 and 0.49443 Å$^{-3}$, a difference of about 0.1% of the hole depth there. The vanishing of odd orders requires a remainder of fourth order or higher. At this point the observed order at small $u$ is 4.00.

**Q:** Let me try to break it with your phase argument. Choose an awkward phase, not a uniform drift.

**A:** Take $\chi=ky+k^2xz$ with $k=1$ Å$^{-1}$. At the reference point $\nabla\chi=(0,\,1,\,0.6)$ Å$^{-1}$ and $|\nabla\chi|^2=1.36$ Å$^{-2}$. The transformation law gives

$$\tau\to3.691+2(0.5823)(1)+0.5324\times1.36=5.580\ \text{Å}^{-5}.$$

The current term rises from 0.637 to 2.526 Å$^{-5}$. Both quantities have grown by 1.889 Å$^{-5}$, and $Q$ remains $-0.950$ Å$^{-5}$.

**Q:** You excluded the nuclei at the start. What goes wrong there?

**A:** The density has a cusp, and the Taylor expansion loses its footing. Let the orbitals obey a one-electron equation with a local potential $V$ that behaves as $-Z/r$ near the nucleus, the rest of $V$ being bounded. Then $\nabla^2\psi_i=2(V-\varepsilon_i)\psi_i$, and the identity for $\nabla^2\rho$ becomes

$$\nabla^2\rho=2\tau+4\sum_i(V-\varepsilon_i)|\psi_i|^2\approx-\frac{4Z\rho}{r}\qquad(r\to0).$$

The orbital gradients stay finite, so $D$ stays finite too. If $\rho$ does not vanish at the nucleus, the Laplacian dominates and

$$Q\approx-\frac{2Z\rho}{3r}.$$

The curvature diverges, while the range $u<r$ in which it may be used shrinks to nothing. This holds for orbitals that satisfy the equation with a point nucleus. Orbitals expanded in Gaussian functions have no cusp. They imitate this behaviour only down to a distance set by the tightest functions, and closer in $Q$ stays finite and the hole has no linear term.

**Q:** Yet the hole itself must be finite with the reference electron on the nucleus. What replaces the quadratic law?

**A:** A linear one. Average the orbital equation over directions around the nucleus. The spherical part of an orbital then obeys $\psi''+2\psi'/r=-2Z\psi/r$ plus terms that stay bounded as $r\to0$, which come from $\varepsilon$ and the bounded rest of $V$. Matching the $1/r$ terms gives $2\psi'(0)=-2Z\psi(0)$, so

$$\psi_i(\mathbf u)=\psi_i(0)(1-Zu)+\mathbf b_i\cdot\mathbf u+\dots,$$

where the term with $\mathbf b_i$ comes from p-type components. Inserting this in $\gamma(0,\mathbf u)=\sum_i\psi_i(0)\psi_i^*(\mathbf u)$ gives $\rho(0)(1-Zu)$ plus a term linear in the vector $\mathbf u$. In the squared modulus, that term enters at first order as something odd in $\mathbf u$, which averages to zero. After division by $\rho(0)$,

$$-\langle h\rangle=\rho(0)\left(1-2Zu+\dots\right).$$

In the model the relative slope found from the averaged hole is $-11.34$ Å$^{-1}$, which is $-2Z$ per bohr. Very close to the nucleus, $Qr/\rho$ is $-3.78$ Å$^{-1}$, one third of that slope, as the two formulas predict.

**Q:** Away from the nuclei, then, may I integrate $\rho+Qu^2$ to get the exchange energy?

**A:** No. The hole of a determinant integrates to $-1$: by orthonormality, $\int|\gamma(\mathbf r,\mathbf r')|^2d^3r'=\rho(\mathbf r)$. The quadratic form, extended to all $u$, has a divergent integral. What the expansion supplies is a local constraint. A model hole with the correct value $\rho$ and curvature $Q$ at $u=0$ still needs a decaying shape and the correct integral before it can give an energy, and that energy will depend on the shape chosen.

For a system with both spins, apply the formula to each spin separately, with its own $\rho_\sigma$, $\tau_\sigma$ and $\mathbf j_\sigma$. The total exchange hole is the average of the two weighted by $\rho_\sigma/\rho_{\text{tot}}$, because an electron found at $\mathbf r$ has spin $\sigma$ with that probability. Adding the two spins' ingredients first and inserting the sums in $Q$ does not in general give the same result. $Q$ doubles when $\rho$, $\tau$ and $\mathbf j$ are all doubled, so for two spins with equal ingredients the summed version gives $2Q_\sigma$, whereas the weighted average gives $Q_\sigma$. Halving the summed version does not repair it when the spin densities differ. In the spin-polarized uniform gas at rest it gives $Q_\uparrow+Q_\downarrow$, and its ratio to the weighted average falls from 2 without polarization, through 1.75 at $(\rho_\uparrow-\rho_\downarrow)/\rho_{\text{tot}}=0.3$, to 1 at full polarization. When $\nabla\rho_\sigma/\rho_\sigma$ or $\mathbf j_\sigma/\rho_\sigma$ differ between the spins there is a further error, because the gradient and current terms are not linear in the ingredients.

## Computed values

```
nuclear charge Z: 3
1s orbital energy: -122.451 eV
2s and 2p orbital energy: -30.613 eV
reference point x (y = z = 0): 0.60 angstrom
density of 1s: 0.06440 angstrom^-3
density of 2s: 0.11863 angstrom^-3
density of 2p+1: 0.34940 angstrom^-3
rho: 0.53243 angstrom^-3
d rho/dx: -1.25915 angstrom^-4
j_y: 0.58233 angstrom^-4
laplacian of rho: -1.08046 angstrom^-5
tau: 3.69081 angstrom^-5
|grad rho|^2/(4 rho): 0.74445 angstrom^-5
j^2/rho: 0.63690 angstrom^-5
D: 2.30946 angstrom^-5
D times hbar^2/(2m): 8.7990 eV/angstrom^3
Q from formula: -0.94990 angstrom^-5
Q from averaged hole: -0.94990 angstrom^-5
Q in atomic units: -0.039417 bohr^-5
Q without current term: -1.16220 angstrom^-5
relative error without current term: 22.35 percent
u = 0.05 angstrom, averaged -h: 0.53005 angstrom^-3
u = 0.05 angstrom, rho + Q u^2: 0.53005 angstrom^-3
u = 0.10 angstrom, averaged -h: 0.52295 angstrom^-3
u = 0.10 angstrom, rho + Q u^2: 0.52293 angstrom^-3
u = 0.20 angstrom, averaged -h: 0.49485 angstrom^-3
u = 0.20 angstrom, rho + Q u^2: 0.49443 angstrom^-3
observed order of remainder: 4.001
phase parameter k: 1.00 angstrom^-1
tau with phase: 5.57956 angstrom^-5
j^2/rho with phase: 2.52565 angstrom^-5
Q with phase: -0.94990 angstrom^-5
uniform gas Q/(rho kF^2): -0.20000
relative slope at nucleus: -11.338 angstrom^-1
Q r/rho near nucleus: -3.778 angstrom^-1
```
